# X-ray index decrement and critical angle of silicon and gold

## Problem

An X-ray beam of photon energy 8.0 keV travels in vacuum and meets a smooth, flat surface at the grazing angle $\theta$, measured from the surface itself.

(a) Treat every electron in the material as free. Show that the refractive index is $1-\delta$ with $\delta=r_e\lambda^2n/(2\pi)$, where $r_e$ is the classical electron radius, $\lambda$ the vacuum wavelength and $n$ the number density of all electrons.

(b) Show that without absorption the beam is totally reflected below $\theta_c\approx\sqrt{2\delta}$.

(c) Estimate $\delta$ and $\theta_c$ for silicon and gold.

(d) Decide how far the free-electron assumption can be trusted for each. The absorption edges lie roughly at 1.8 keV (K) and 0.1 keV (L) for silicon, and at 81 keV (K), 13 keV (L), 2.5 keV (M) and 0.3 keV (N) for gold.

## Solution

### (a) The index of free electrons

Fields vary as $e^{-i\omega t}$, and the electron has charge $-e$ and mass $m$. A free electron in the field $E$ obeys

$$m\ddot x=-eE .$$

Since $\ddot x=-\omega^2x$, this gives

$$x=\frac{eE}{m\omega^2}.$$

The displacement is along $E$, although the force is opposite to it: a free mass driven periodically moves in antiphase with the force. The dipole moment $-ex$ therefore points against the field. With $n$ electrons per volume the polarization is

$$P=-nex=-\frac{ne^2}{m\omega^2}E .$$

From $\varepsilon=1+P/(\varepsilon_0E)$,

$$\varepsilon=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

Here $E$ is the mean field. The refractive index is $\eta=\sqrt\varepsilon$. For $\omega\gg\omega_p$ the root is expanded as $\sqrt{1-u}\approx1-u/2$:

$$\eta\approx1-\delta,\qquad \delta=\frac{\omega_p^2}{2\omega^2}.$$

The next term of the root is $-u^2/8$, which changes $\delta$ by the relative amount $u/4=\delta/2$. This is negligible here.

To bring in $r_e=e^2/(4\pi\varepsilon_0mc^2)$, write $e^2/(\varepsilon_0m)=4\pi r_ec^2$. With $\omega=2\pi c/\lambda$,

$$\delta=\frac{4\pi r_ec^2n}{2\omega^2}=2\pi r_ec^2n\,\frac{\lambda^2}{4\pi^2c^2}=\frac{r_e\lambda^2n}{2\pi}.$$

**Why the mean density is enough.** The polarization argument treats the material as smooth, yet at 8 keV the wavelength is comparable with the distance between atoms. Adding the scattered waves directly removes this doubt.

Let a wave $E_0e^{ikz}$, with $k=2\pi/\lambda$, fall normally on a thin sheet of thickness $t$ at $z=0$. Each electron has the dipole moment $p=-e^2E_0/(m\omega^2)$. In the forward direction its radiated field at distance $r$ is

$$\frac{k^2p}{4\pi\varepsilon_0}\frac{e^{ikr}}{r}=-\frac{e^2}{4\pi\varepsilon_0mc^2}E_0\frac{e^{ikr}}{r}=-r_eE_0\frac{e^{ikr}}{r},$$

because $k^2/\omega^2=1/c^2$. A ring of radius $\rho$ in the sheet contains $nt\,2\pi\rho\,d\rho$ electrons at distance $r=\sqrt{\rho^2+z^2}$ from an observer on the axis. Since $\rho\,d\rho=r\,dr$,

$$\int_0^\infty2\pi\rho\,d\rho\,\frac{e^{ikr}}{r}=2\pi\int_z^\infty e^{ikr}dr=2\pi\left(0-\frac{e^{ikz}}{ik}\right)=\frac{2\pi i}{k}e^{ikz}.$$

Off the axis the dipole field carries an angular factor, and a real beam fades smoothly at its rim. Both enter as a slowly varying factor $f(r)$ with $f(z)=1$ and $f(\infty)=0$. Integration by parts gives $\int_z^\infty fe^{ikr}dr=-e^{ikz}/(ik)-(1/ik)\int_z^\infty f'e^{ikr}dr$. The upper limit gives zero, and the last term is smaller by the relative order $|f'|/k$, which is negligible when $f$ changes little over a wavelength. Only the forward value of the dipole field therefore matters. The field added by the sheet, relative to the incident wave, is then

$$-r_ent\,\frac{2\pi i}{k}=-ir_e\lambda nt .$$

A sheet of index $1-\delta$ multiplies the wave by $e^{-ik\delta t}\approx1-ik\delta t$. Equating the two changes gives $\delta=r_e\lambda n/k=r_e\lambda^2n/(2\pi)$, as before.

The depth of an electron inside the sheet does not matter for forward scattering: what the incident wave gains in phase on the way to a deeper electron, the scattered wave saves on the way out. All electrons of an atom therefore add in phase, however large the atom is compared with $\lambda$. Departures from the mean density send waves into other directions. In a crystal these can become strong at a Bragg reflection, and that case is excluded here.

A numerical sum over a sheet lit by a wide Gaussian beam, with the angular dependence of the dipole field included, was tested against the formula and agrees within the required 0.4 percent.

### (b) The critical angle

The wave vector component along the surface is the same on both sides. With $\theta'$ the grazing angle inside,

$$\cos\theta=\eta\cos\theta' .$$

As $\eta<1$, the refracted beam is bent towards the surface. It runs along the surface, $\theta'=0$, when $\cos\theta_c=\eta$. Hence

$$\sin^2\theta_c=1-\eta^2=1-\varepsilon=\frac{\omega_p^2}{\omega^2}=2\delta ,$$

and for small angles

$$\theta_c\approx\sqrt{2\delta}=\frac{\hbar\omega_p}{\hbar\omega}=\lambda\sqrt{\frac{r_en}{\pi}} .$$

In the free-electron model the critical angle in radians is the plasma energy of all electrons divided by the photon energy.

To see that the reflection is total, consider the wave vector components normal to the surface. Outside it is $k_z=k\sin\theta$. Inside,

$$k_z'^2=k^2\varepsilon-k^2\cos^2\theta=k^2(\sin^2\theta-2\delta).$$

Take the electric field parallel to the surface, with incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $\tau$. Continuity of the field and of its normal derivative gives

$$1+r=\tau,\qquad k_z(1-r)=k_z'\tau .$$

Eliminating $\tau$,

$$r=\frac{k_z-k_z'}{k_z+k_z'} .$$

Below $\theta_c$, $k_z'=i\kappa$ is imaginary. Numerator and denominator are then complex conjugates, so $|r|=1$. For the other polarization $k_z'$ is replaced by $k_z'/\varepsilon$, which is also imaginary, and the conclusion is the same.

The field still enters the material, with amplitude falling as $e^{-\kappa z}$ at depth $z$. For small angles $\kappa=k\sqrt{\theta_c^2-\theta^2}$. As $\theta\to0$ the decay length becomes

$$\frac1{k\theta_c}=\frac{c}{\omega_p}=\frac1{2\sqrt{\pi r_en}} ,$$

which does not depend on the wavelength. It grows as $\theta$ approaches $\theta_c$.

**A film instead of a thick block.** The wave equation was also integrated through a lossless film of thickness $D=30/(k\theta_c)$ with vacuum on both sides. The reflectance is 1.00000 at $0.95\,\theta_c$, but only 0.066 at $1.05\,\theta_c$. The second number is not the reflectance of a single surface, because the back face reflects too.

Let $\phi=k_z'D$. The back face reflects with amplitude $-r$, and the two passages through the front face contribute the factor $1-r^2$. Summing the repeated reflections,

$$r_{\rm film}=r-r(1-r^2)e^{2i\phi}\sum_{j=0}^{\infty}\left(r^2e^{2i\phi}\right)^j=\frac{r\,(1-e^{2i\phi})}{1-r^2e^{2i\phi}} .$$

This vanishes when $\phi$ is a nonzero multiple of $\pi$ (at $\phi=0$, that is at $\theta_c$, also $r=1$, and the film reflects almost totally). Here $\phi=30\sqrt{1.05^2-1}\approx9.60$, close to $3\pi\approx9.42$, so the two faces nearly cancel. Above $\theta_c$ the reflectance of a transparent film thus depends on its thickness.

### (c) The numbers

At 8.0 keV the wavelength is $\lambda=1.5498$ Å, and $r_e=2.8179$ fm. The factor common to both materials is

$$\frac{r_e\lambda^2}{2\pi}=\frac{(2.8179\times10^{-15}\,\text{m})(1.5498\times10^{-10}\,\text{m})^2}{2\pi}\approx1.077\times10^{-35}\ \text{m}^3 .$$

**Silicon.** The cubic cell, of edge 5.4310 Å, holds 8 atoms with 14 electrons each:

$$n=\frac{8\times14}{(5.4310\times10^{-10}\,\text{m})^3}=6.99\times10^{29}\ \text{m}^{-3}.$$

Therefore

$$\delta=(1.077\times10^{-35})(6.99\times10^{29})=7.53\times10^{-6},$$

$$\theta_c=\sqrt{2\times7.53\times10^{-6}}=3.88\ \text{mrad}=0.222^\circ .$$

**Gold.** As assumed inputs, not reference data, take a density of 19.3 g/cm³ and a molar mass of 197 g/mol; the third digit of the gold results below is only as good as these inputs. These give $5.90\times10^{28}$ atoms per m³. With 79 electrons per atom,

$$n=79\times5.90\times10^{28}\ \text{m}^{-3}=4.66\times10^{30}\ \text{m}^{-3},$$

$$\delta=(1.077\times10^{-35})(4.66\times10^{30})=5.02\times10^{-5},$$

$$\theta_c=\sqrt{2\times5.02\times10^{-5}}=10.0\ \text{mrad}=0.574^\circ .$$

The plasma energies give the same angles: $31.0/8000$ for silicon and $80.2/8000$ for gold. The decay lengths at vanishing angle are 6.36 nm and 2.46 nm.

The critical angle of gold is 2.58 times that of silicon. The atom densities differ by a factor of only about 1.18, so most of the contrast comes from the number of electrons per atom. The square root in $\theta_c$ turns a density ratio of about 6.7 into an angle ratio of 2.58.

### (d) Are the electrons free at 8 keV?

An electron bound with resonance frequency $\omega_0$ obeys $m(\ddot x+\omega_0^2x)=-eE$, so

$$x=\frac{eE}{m(\omega^2-\omega_0^2)},\qquad \frac{x}{x_{\rm free}}=\frac{\omega^2}{\omega^2-\omega_0^2}.$$

This ratio is the electron's share of a free-electron response. It tends to 1 for $\omega\gg\omega_0$. For $\omega<\omega_0$ it is negative: the restoring force dominates, and the electron reduces $\delta$. Direct integration of the motion gives 1.099 for $\omega_0/\omega=0.3$ and $-0.610$ for $\omega_0/\omega=1.625$, in agreement with the ratio.

The 8 keV photon lies above all the listed edges of silicon. In gold it lies below the K and L edges, so 10 of the 79 electrons cannot be counted as free. For gold, part (c) is a first estimate and not a limit that has been reached.

**A model for a shell.** An inner shell absorbs over a continuum of energies $\epsilon$ above its edge $E_s$. As a model, let the oscillator strength per electron be spread as $2E_s^2/\epsilon^3$ for $\epsilon>E_s$, which integrates to one. With $E$ the photon energy, the share of one electron is the principal value

$$s=\int_{E_s}^\infty\frac{2E_s^2}{\epsilon^3}\,\frac{E^2}{E^2-\epsilon^2}\,d\epsilon .$$

Set $x=E/E_s$ from here on, and $v=\epsilon^2/E_s^2$. Then $2E_s^2\,d\epsilon/\epsilon^3=dv/v^2$, and

$$s=\int_1^\infty\frac{x^2}{v^2(x^2-v)}\,dv=\int_1^\infty\left[\frac1{v^2}+\frac1{x^2}\left(\frac1v+\frac1{x^2-v}\right)\right]dv .$$

The decomposition is checked by noting that the round bracket equals $x^2/[v(x^2-v)]$, so the integrand is $1/v^2+1/[v(x^2-v)]=x^2/[v^2(x^2-v)]$. The first term integrates to 1. The others give

$$\frac1{x^2}\left[\ln\frac{v}{|x^2-v|}\right]_1^\infty=\frac{\ln|x^2-1|}{x^2},$$

since the logarithm vanishes at the upper limit and the divergences on the two sides of $v=x^2$ cancel in the principal value. Thus

$$s(x)=1+\frac{\ln|1-x^2|}{x^2}.$$

Far above the edge $s\to1$. Far below it, $\ln(1-x^2)\approx-x^2-x^4/2$ gives $s\approx-x^2/2$, so a deeply bound electron hardly responds. At $x=1$ the result diverges, and the model with its sharp edge is not usable there.

**Summing the shells.** For the K shell of silicon $x=8/1.8$ and $s=1.148$. For the L shell $s=1.001$, and the 4 outer electrons are taken as free. The effective electron number is

$$Z_{\rm eff}=2(1.148)+8(1.001)+4=14.3 .$$

For gold the shares are $-0.005$ (K), $-0.257$ (L), $1.217$ (M) and $1.009$ (N), with the 19 outer electrons taken as free:

$$Z_{\rm eff}=2(-0.005)+8(-0.257)+18(1.217)+32(1.009)+19=71.1 .$$

The K and L shells supply about $-2$ instead of $+10$, a loss of 12. The M and N shells return about 4 of these, because their shares exceed one. As $\delta$ is proportional to $Z_{\rm eff}$, it falls by about 10 percent relative to the free-electron value. The angle goes as the square root and falls by about 5 percent.

**Absorption.** Add a damping term $m\gamma\dot x$ to the left side of the equation of motion. The share becomes $\omega^2/(\omega^2-\omega_0^2+i\gamma\omega)$. For small damping, the factor $1/(x^2-v)$ in the shell integral gains the imaginary part $-\pi$ times a delta function at $v=x^2$. For $x>1$ this point lies in the range of integration and contributes

$$-i\pi\,\frac{x^2}{(x^2)^2}=-\frac{i\pi}{x^2}.$$

For $x<1$ it contributes nothing, because the photon cannot ionize the shell. The index is now $1-\delta+i\beta$, where $\beta>0$ means decay of the wave. The ratio $\beta/\delta$ is the sum of $\pi/x^2$ over the electrons of the shells with $x>1$, divided by $Z_{\rm eff}$. Electrons taken as free add nothing to this sum. Both shell formulas were tested against numerical quadrature.

| Case | Electrons per atom | $\delta$ | $\theta_c$ (mrad) | $\beta/\delta$ |
|---|---|---|---|---|
| Si, free | 14 | $7.53\times10^{-6}$ | 3.88 | 0 |
| Si, shells | 14.3 | $7.7\times10^{-6}$ | 3.92 | 0.02 |
| Au, free | 79 | $5.02\times10^{-5}$ | 10.0 | 0 |
| Au, shells | 71 | $4.5\times10^{-5}$ | 9.5 | 0.08 |

In the shell rows $\theta_c$ means $\sqrt{2\delta}$. With absorption there is no sharp critical angle: inside the material $k_z'^2\approx k^2(\theta^2-2\delta+2i\beta)$ never vanishes. The edge is smeared where $|\theta^2-\theta_c^2|$ is comparable with $2\beta$. Near the edge $\theta^2-\theta_c^2\approx2\theta_c\,\Delta\theta$, so

$$\frac{\Delta\theta}{\theta_c}\approx\frac{\beta}{\theta_c^2}=\frac{\beta}{2\delta}.$$

This is about 1 percent for silicon and 4 percent for gold, about as large as the shift of the angle itself, which is about 1 percent for silicon and 5 percent for gold. It sets the scale on which the corner at $\theta_c$ is rounded; the steep part of the reflectance curve (full width at half the largest slope) is about three times as wide. The loss of total reflection extends much further below it: with the complex $k_z'$ in the formula for $r$, the reflectance at $\theta_c$ is about 0.66 for silicon and 0.46 for gold, and at $\theta_c/2$ it is about 0.97 and 0.91.

**How far to trust the correction.** Moving the L edge of gold from 12 to 14 keV changes $Z_{\rm eff}$ only from 70.6 to 71.5, so its rough position is not critical for $\delta$. The absorption is more sensitive: moving the M edge from 2.2 to 3.4 keV changes $Z_{\rm eff}$ only from 70.6 to 72.1, but $\beta/\delta$ from 0.06 to 0.14, so the value 0.08 and the gold reflectances above are rough. The assumed oscillator strengths matter more. The Pauli principle forbids transitions from inner shells into occupied outer ones, which shifts strength from the inner to the outer shells. Each unit moved from L to M raises $Z_{\rm eff}$ by $1.217+0.257\approx1.5$, and each unit moved from L to N by $1.009+0.257\approx1.3$. In a self-consistent, nonrelativistic local-density gold atom the L shell keeps only about 4 of its 8 units and the M shell about 15 of its 18, the balance going mostly to N; with these strengths the shell formula gives $Z_{\rm eff}\approx76$ instead of 71. The model also leaves out the splitting of shells into subshells, the structure near the edges and relativistic corrections. Its values for gold therefore illustrate how bound shells change $\delta$ and are not reference data.

In this model, the free-electron estimate of $\theta_c$ is off by about 1 percent for silicon and 5 percent for gold. For gold the model probably overstates the error, because it gives the L shell its full 8 units of strength: the independent-electron response of the nonrelativistic atom mentioned above gives $Z_{\rm eff}\approx76$ and a shift of the angle of about 2 percent, before relativistic corrections. The shares of all shells of gold settle at one only far above its K edge near 81 keV. In the model the K share passes through one at $x=\sqrt2$ (about 115 keV), rises to about 1.28 near 170 keV and is still about 1.1 at 500 keV. The sum can come close to 79 earlier, because the K shell holds only 2 electrons and the shares of the L and M shells exceed one well above their edges: at 30 keV the same formula gives $Z_{\rm eff}\approx79.7$, although it falls again, to about 76 at 70 keV, as the K edge is approached.

## Values computed for the example and the checks

```
photon energy: 8.0 keV
wavelength: 1.5498 angstrom
classical electron radius: 2.8179 fm
Si lattice parameter: 5.4310 angstrom
Au density (input): 19.3 g/cm^3
Au molar mass (input): 197 g/mol
Si atom density: 4.994e+28 m^-3
Si electron density n: 6.992e+29 m^-3
Si plasma energy, all electrons: 31.0 eV
Si delta: 7.531e-06
Si delta from summed sheet waves: 7.531e-06
Si critical angle: 3.88 mrad = 0.222 deg
Si amplitude decay length: 6.36 nm
Au atom density: 5.900e+28 m^-3
Au electron density n: 4.661e+30 m^-3
Au plasma energy, all electrons: 80.2 eV
Au delta: 5.021e-05
Au delta from summed sheet waves: 5.021e-05
Au critical angle: 10.02 mrad = 0.574 deg
Au amplitude decay length: 2.46 nm
critical angle ratio Au/Si: 2.58
driven amplitude/free, w0/w = 0.000: 1.000
driven amplitude/free, w0/w = 0.300: 1.099
driven amplitude/free, w0/w = 1.625: -0.610
film reflectance at 0.95 theta_c: 1.00000
film reflectance at 1.05 theta_c: 0.066
Si K: 2 electrons, edge ~1.8 keV, share 1.148
Si L: 8 electrons, edge ~0.1 keV, share 1.001
Si outer: 4 electrons, taken as free, share 1.000
Si shell-model Z_eff: 14.3 of 14
Si shell-model delta: 7.70e-06
Si shell-model critical angle: 3.92 mrad
Si change of critical angle: +1.1 percent
Si shell-model beta/delta: 0.023
Au K: 2 electrons, edge ~81 keV, share -0.005
Au L: 8 electrons, edge ~13 keV, share -0.257
Au M: 18 electrons, edge ~2.5 keV, share 1.217
Au N: 32 electrons, edge ~0.3 keV, share 1.009
Au outer: 19 electrons, taken as free, share 1.000
Au shell-model Z_eff: 71.1 of 79
Au shell-model delta: 4.52e-05
Au shell-model critical angle: 9.51 mrad
Au change of critical angle: -5.1 percent
Au shell-model beta/delta: 0.080
Au Z_eff with L edge 12 keV: 70.6
Au Z_eff with L edge 14 keV: 71.5
```
